\section*{Composition and Partial Relaxation of a Cubic Alloy Film from One Diffraction Peak, part 1}

(Sections cited here and not found follow in the second part.)

\section{From peak coordinates to composition and relaxation}

\textbf{Q.} You have a cubic alloy film on a (001) substrate, and you say that one diffraction peak tells you both what the film is made of and how far it has relaxed. A shifted peak means a changed lattice spacing. Composition changes the spacing, and so does strain. How can you separate them?

\textbf{A.} One spacing could not separate them. An asymmetric reflection supplies two, because its scattering vector has a component in the film plane and a component along the normal. There are also two unknowns, so the count is right. What remains is to find a relation between the two spacings that strain must obey and composition controls.

Let me first fix what is measured. The cubic axes $x$ and $y$ lie in the plane and $z$ is the normal. I assume a uniform film, strained equally along $x$ and $y$ and free of shear, so its cell is tetragonal with edges $a_\parallel,a_\parallel,a_\perp$. With the factor $2\pi$ included in the scattering vector, the reciprocal lattice vector of reflection $(hkl)$ is
\begin{equation}
\mathbf G=2\pi\left(\frac{h}{a_\parallel},\frac{k}{a_\parallel},\frac{l}{a_\perp}\right).
\end{equation}
Call the length of its in-plane part $Q_x$ and its normal part $Q_z$. Then
\begin{equation}
a_\parallel=\frac{2\pi\sqrt{h^2+k^2}}{Q_x},\qquad
a_\perp=\frac{2\pi l}{Q_z}.
\label{eq:cell}
\end{equation}
The coordinates are taken as already corrected for instrument offset and for any tilt of the film lattice against the substrate.

\textbf{Q.} Give me numbers, so that I can follow the arithmetic.

\textbf{A.} Take the 224 peak at $Q_x=3.208$ and $Q_z=4.419\ \text{\AA}^{-1}$. Since $\sqrt{2^2+2^2}=2.8284$,
\begin{align}
a_\parallel&=\frac{2\pi(2.8284)}{3.208}=5.5398\ \text{\AA},\\
a_\perp&=\frac{2\pi(4)}{4.419}=5.6874\ \text{\AA}.
\end{align}
The cell is taller than it is wide. A cubic material in this state is squeezed in the plane and has expanded along the normal.

\textbf{Q.} Relative to what? You do not know the unstrained lattice parameter, since you do not know the composition.

\textbf{A.} That is the difficulty, and it is why the composition has to stay in the equations as an unknown. Let the film be A$_{1-x}$B$_x$, with relaxed lattice parameter $a(x)$. Its strains are measured from its own relaxed lattice:
\begin{equation}
e_\parallel=\frac{a_\parallel-a(x)}{a(x)},\qquad
e_\perp=\frac{a_\perp-a(x)}{a(x)}.
\label{eq:strain}
\end{equation}
The substrate, with lattice parameter $a_s$, does not appear here. It enters through the relaxation,
\begin{equation}
R=\frac{a_\parallel-a_s}{a(x)-a_s}.
\label{eq:R}
\end{equation}
A coherent film has $a_\parallel=a_s$ and $R=0$. A fully relaxed film has $a_\parallel=a(x)$ and $R=1$. The definition needs $a(x)\neq a_s$: a lattice-matched film has no misfit to relax, and $R$ then has no meaning.

\textbf{Q.} So far you have only renamed the unknowns. Where is the relation between the two strains?

\textbf{A.} It comes from the free surface. In linear elasticity, a cubic crystal with its axes along $x,y,z$ has normal stress
\begin{equation}
\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})
=C_{11}e_\perp+2C_{12}e_\parallel .
\end{equation}
Nothing presses on the surface, so $\sigma_{zz}=0$ there, and in a uniform film it is zero throughout. The surface shear stresses are $2C_{44}e_{xz}$ and $2C_{44}e_{yz}$. They vanish too, which makes those shears zero and removes $C_{44}$ from the problem. Hence
\begin{equation}
e_\perp=-D(x)\,e_\parallel,\qquad D(x)=\frac{2C_{12}(x)}{C_{11}(x)}.
\label{eq:D}
\end{equation}
The minus sign says that in-plane compression gives expansion along the normal when $C_{12}>0$.

\textbf{Q.} But $D$ depends on the composition you are looking for. Is the argument not circular?

\textbf{A.} It is implicit, which is different. There is one equation in one unknown. Multiply $\sigma_{zz}=0$ by $a(x)$ and use \eqref{eq:strain}:
\begin{equation}
P(x)\equiv C_{11}(x)\,[a_\perp-a(x)]+2C_{12}(x)\,[a_\parallel-a(x)]=0.
\label{eq:P}
\end{equation}
The measured cell enters as two known numbers. For a trial composition $x$, the quantity $P(x)/a(x)$ is the normal stress that the measured cell would carry if the film had that composition. The right composition makes this stress vanish.

\textbf{Q.} Then you need a numerical search, and you must hope that it finds the right root.

\textbf{A.} Not if the material data are linear in $x$. Write
\begin{equation}
a=a_A+a_1x,\qquad C_{11}=p_0+p_1x,\qquad 2C_{12}=q_0+q_1x,
\end{equation}
with $a_1>0$, which means that B names the component with the larger lattice. Linearity of the stiffnesses is an assumption about the alloy, just as it is for the lattice parameter. Put $u=a_\perp-a_A$ and $v=a_\parallel-a_A$. Then
\begin{align}
P&=(p_0+p_1x)(u-a_1x)+(q_0+q_1x)(v-a_1x)\notag\\
&=p_0u+q_0v+\left[p_1u+q_1v-a_1(p_0+q_0)\right]x\notag\\
&\qquad-a_1(p_1+q_1)x^2 .
\end{align}
This has the form $P=C-Bx-Ax^2$, where
\begin{align}
A&=a_1(p_1+q_1),\\
B&=a_1(p_0+q_0)-p_1u-q_1v,\\
C&=p_0u+q_0v .
\end{align}
The equation to solve is therefore $Ax^2+Bx-C=0$.

\textbf{Q.} A quadratic has two roots. Which one is the film?

\textbf{A.} Let $\Delta=B^2+4AC$. For $A\neq0$ the roots are $(-B\pm\sqrt\Delta)/(2A)$. Take the upper sign and multiply numerator and denominator by $B+\sqrt\Delta$. The numerator becomes $\Delta-B^2=4AC$, so
\begin{equation}
x=\frac{4AC}{2A(B+\sqrt\Delta)}=\frac{2C}{B+\sqrt{B^2+4AC}} .
\label{eq:x}
\end{equation}
This form also survives $A\to0$ with $B>0$, where it gives $C/B$, the root of the remaining linear equation. The slope at this root is
\begin{equation}
P'(x)=-B-2Ax=-\sqrt\Delta ,
\end{equation}
because $2Ax=-B+\sqrt\Delta$. At the other root the slope is $+\sqrt\Delta$. The two roots are thus told apart by the sign of $P'$.

\textbf{Q.} Why should nature prefer a negative slope?

\textbf{A.} The data decide it. Evaluate $P$ at the two pure ends. Suppose $P(0)>0$ and $P(1)<0$. In words, if the measured cell belonged to pure A it would be under normal tension, and if it belonged to pure B it would be under normal compression. By continuity there is at least one root between 0 and 1.

There cannot be two. If both roots $r_1,r_2$ lay in that interval, with $P=-A(x-r_1)(x-r_2)$, then
\begin{equation}
P(0)=-Ar_1r_2,\qquad P(1)=-A(1-r_1)(1-r_2)
\end{equation}
would have the same sign, against the assumption. So there is exactly one root, and it is simple. There $P$ passes from positive to negative, so $P'<0$, and the root is \eqref{eq:x}. Small strain was not used in this step.

\textbf{Q.} And if the end signs are not like that?

\textbf{A.} Then the argument guarantees nothing. If both ends have the same strict sign, there are either no roots inside or two, counted with multiplicity. The calibration of the peak, the assumed lattice parameters and the assumption of a binary film should be examined before any root is accepted.

\textbf{Q.} Carry it through for your peak.

\textbf{A.} I choose round model parameters that stand for no particular material. The relaxed lattice parameter goes from 5.50 to 5.90 Å as $x$ goes from 0 to 1. $C_{11}$ goes from 130 to 80 GPa and $C_{12}$ from 50 to 45 GPa. The substrate is pure A, so $a_s=5.50$ Å. Then $a_1=0.40$ Å and, in GPa,
\begin{equation}
p_0=130,\quad p_1=-50,\quad q_0=100,\quad q_1=-10 .
\end{equation}
The measured cell gives $u=0.18743$ Å and $v=0.03975$ Å. In units of GPa Å,
\begin{align}
A&=0.40(-50-10)=-24.00,\\
B&=0.40(230)+50(0.18743)+10(0.03975)=101.77,\\
C&=130(0.18743)+100(0.03975)=28.34 .
\end{align}
The end values are $P(0)=C=28.34$ and $P(1)=C-B-A=-49.43$, so the sign condition holds. The square root is
\begin{equation}
\sqrt{101.77^2-4(24.00)(28.34)}=87.39,
\end{equation}
and
\begin{equation}
x=\frac{2(28.34)}{101.77+87.39}=0.2997 .
\end{equation}
The other root is $3.94$, which is not a composition.

With $x$ known, $a(x)=5.50+0.40(0.2997)=5.6199$ Å, and
\begin{equation}
R=\frac{5.5398-5.5000}{5.6199-5.5000}=0.332 .
\end{equation}
The film has relaxed one third of its misfit. The strains are $e_\parallel=-1.426$ and $e_\perp=1.202$ percent. As a check on signs, $D(x)=0.8434$, and $0.8434\times1.426=1.203$, which agrees to rounding.

\textbf{Q.} You have put the numbers back into the equation they came from. Is there evidence from outside it?

\textbf{A.} Yes, for the algebra and the geometry. Start from chosen values of $x$ and $R$. Write the full elastic energy of the cubic crystal, with $C_{44}$ running from 60 to 40 GPa. Hold the in-plane strain fixed and minimise over the normal strain and both out-of-plane shears. Then invert the matrix of the deformed cell to obtain the peak position. This route uses neither the quadratic nor \eqref{eq:cell}.

The test covered reflections 224, 115 and 404, substrates of 5.50 and 5.61 Å, compositions 0.08, 0.35, 0.62 and 0.93, and relaxations 0, 0.4 and 1. In all 72 cases the end signs were as required and one root lay in the interval. The largest error in the recovered $x$ or $R$ was $4\times10^{-14}$. Since the energy is that of linear elasticity and the alloy data are the same, the test says nothing about whether a real film obeys them.

\textbf{Q.} A symmetric reflection such as 004 is easier to measure. If I have that and a good elastic model, do I still need the in-plane coordinate?

\textbf{A.} You do. For 004 we have $h=k=0$, so it gives $a_\perp$ and leaves $a_\parallel$ free. Keep $a_\perp=5.6874$ Å and consider the two limits.

If the film is fully relaxed, $a_\perp=a(x)$ and
\begin{equation}
x=\frac{u}{a_1}=\frac{0.18743}{0.40}=0.469 .
\end{equation}
If it is coherent, $a_\parallel=a_s=a_A$, so $v=0$. Then $C=130(0.18743)=24.37$ and $B=92+50(0.18743)=101.37$, with $A$ unchanged, and
\begin{equation}
x=\frac{2(24.37)}{101.37+\sqrt{101.37^2-4(24.00)(24.37)}}=0.256 .
\end{equation}
The root moves continuously from one value to the other as $a_\parallel$ is varied, so every composition between them fits the same $Q_z$ with some degree of relaxation. The expansion along the normal that strain produces looks like extra B. The in-plane coordinate removes this freedom.

The two coordinates of one asymmetric peak give both edges of the film cell, and the condition of zero normal stress then fixes the composition and, unless the film is lattice-matched to the substrate, the relaxation. It remains to see how these results respond to the choice of elastic constants, to errors in the peak position and to departures from the assumed model.

All numerical values are calculated from the stated model.
